# Apparent mobility in short transistors: ballistic injection or extra scattering?

**The argument under comment**

The manuscript considers silicon n-channel transistors with a thin body at 300 K. Its long devices have a mobility of 300 cm²/Vs. At a channel length of 20 nm, the mobility read from the low-bias conductance is 184 cm²/Vs. The author writes mobility as $e\tau/m$, adds scattering rates, and assigns the difference to a new scattering mechanism in short channels:

$$\frac{1}{\mu_x}=\frac{1}{184.2}-\frac{1}{300}\quad\Rightarrow\quad \mu_x\approx 477\ \text{cm}^2/\text{Vs}.$$

With a transport mass $m$ of 0.19 electron masses, this corresponds to a scattering time $m\mu_x/e$ of about 52 fs. The author then asks which defects could be responsible.

The manuscript and its data are imagined; the 184 cm²/Vs comes from a model described below. The question is real, however: does a mobility that falls with channel length show that carriers scatter more often? The subtraction is sound arithmetic. The doubtful step is the reading of $\mu_x$ as $e\tau/m$.

**What the measurement defines**

Let $I$ be the magnitude of the current, $W$ the width, $L$ the channel length, $V$ the small drain bias and $n$ the sheet density of electrons, set by the gate. Assume for now that resistance outside the channel has been removed. The reported quantity is

$$\mu_{\rm app}=\frac{(I/W)\,L}{e\,n\,V}. \tag{1}$$

This comes from the drift law $I/W=en\mu\mathcal E$ with field $\mathcal E=V/L$. The drift law presumes that a carrier scatters many times along the channel, so that its mean velocity is set by the local field. Equation (1) can be evaluated when that is untrue, but the result need not then describe scattering. The clearest case is a channel with none.

**A channel without collisions**

Take one parabolic subband with isotropic mass $m$. Each contact is an equilibrium reservoir that absorbs every carrier reaching it. Such a contact is ideal; the limit on the current comes from the finite thermal flux it can supply. Tunnelling is neglected, and the electrons are nondegenerate, so their occupation is a Boltzmann factor.

Forward-moving electrons come from the source and have half of a Maxwell distribution. The factor for the transverse velocity cancels in the mean forward velocity, which is

$$v_T=\frac{\int_0^\infty v\,e^{-mv^2/2k_BT}\,dv}{\int_0^\infty e^{-mv^2/2k_BT}\,dv}
=\frac{k_BT/m}{\tfrac12\sqrt{2\pi k_BT/m}}=\sqrt{\frac{2k_BT}{\pi m}}. \tag{2}$$

This is the unidirectional thermal velocity. Backward-moving electrons come from the drain and have the same mean speed.

Count both groups at the top of the potential barrier between source and drain, where each is measured from the same band edge. The bias lowers the drain Fermi level by $eV$. With $u=eV/k_BT$, the two densities obey

$$n_-=n_+e^{-u},\qquad n=n_++n_-=n_+(1+e^{-u}).$$

The gate holds the sum $n$ fixed. The current per width is the charge times the difference of the two fluxes:

$$\frac IW=e v_T(n_+-n_-)=e n v_T\,\frac{1-e^{-u}}{1+e^{-u}}
=e n v_T\tanh\frac{u}{2}. \tag{3}$$

The last step multiplies numerator and denominator by $e^{u/2}$.

For $u\ll1$, $\tanh(u/2)\approx u/2$, so $I/W\approx e^2nv_TV/(2k_BT)$. Inserting this in equation (1) gives the ballistic mobility

$$\mu_B=\frac{e\,v_T\,L}{2k_BT}. \tag{4}$$

The apparent mobility is therefore proportional to $L$ although nothing scatters. The reason is visible in equation (3): at fixed $n$ and $V$ the current does not depend on length, whereas the drift law expects it to rise as $1/L$. Equation (1) assigns the missing rise to the mobility.

For the 20 nm channel, $v_T=1.234\times10^7$ cm/s and $k_BT/e=25.85$ mV, so

$$\mu_B=\frac{(1.234\times10^7\ \text{cm/s})(2\times10^{-6}\ \text{cm})}{2(0.02585\ \text{V})}\approx 477\ \text{cm}^2/\text{Vs}.$$

At a bias of 10 mV, $u=0.387$, and the full equation (3) lies 1.2% below its linear form. In the opposite limit, $u\gg1$, the drain sends almost nothing back and the current saturates at $env_T$. Equation (1) would then return $v_TL/V$, which depends on the bias and is no longer a low-field property.

**Where the resistance sits**

The linear form of equation (3) corresponds to a resistance times width of

$$R_BW=\frac{V}{I/W}=\frac{2k_BT}{e^2nv_T}. \tag{5}$$

There is no $L$ in it. At $n=10^{12}$ cm⁻² it equals 261 Ω µm; with the degeneracy factor derived below, for two valleys, it is 275 Ω µm.

In a flat collisionless channel, forward carriers keep the occupation of the source and backward carriers that of the drain, at every position. If a local electrochemical potential is defined from the total density, then to first order in $V$ it lies midway between the two Fermi levels all along the channel. Half of the drop is at each contact. No barrier or damaged layer is needed there: the drop marks the change from a reservoir, where both directions share one Fermi level, to a channel where they do not.

**What the 52 fs means**

Suppose $\mu_B$ is nevertheless written as $e\tau/m$. The inferred rate is

$$\frac1\tau=\frac{e}{m\mu_B}=\frac{2k_BT}{m v_TL}.$$

Equation (2) gives $2k_BT/m=\pi v_T^2$, hence

$$\frac1\tau=\frac{\pi v_T}{L}. \tag{6}$$

This is $\pi$ divided by the transit time $L/v_T$. For 20 nm the transit time is 162 fs and $\tau=162/\pi\approx52$ fs, the very time for which the manuscript seeks a defect. In this model it is a fixed fraction of the transit time, and no collision takes place.

**Adding the scattering that is there**

The long devices do have a finite mobility, so scattering must be restored before the 20 nm value can be judged. Let $\Phi_+(x)$ and $\Phi_-(x)$ be the forward and backward fluxes per width, and let $\lambda$ be the length for backscattering: a flux loses the fraction $dx/\lambda$ to the opposite direction in a distance $dx$. Take $\lambda$ independent of energy and the channel nearly flat, as suits low bias. Then

$$\frac{d\Phi_+}{dx}=-\frac{\Phi_+-\Phi_-}{\lambda},\qquad
\frac{d\Phi_-}{dx}=-\frac{\Phi_+-\Phi_-}{\lambda}.$$

The second equation has the same sign as the first because the backward flux travels towards smaller $x$. Subtracting the two shows that the net flux $\Phi=\Phi_+-\Phi_-$ is constant, so $\Phi_+(L)=\Phi_+(0)-\Phi L/\lambda$. For injection from the source alone, $\Phi_-(L)=0$ and $\Phi_+(L)=\Phi$. The transmission is then

$$\mathcal T=\frac{\Phi}{\Phi_+(0)}=\frac{1}{1+L/\lambda}=\frac{\lambda}{\lambda+L}. \tag{7}$$

In equilibrium each contact injects $nv_T/2$. A small bias makes the two injected fluxes differ by $(nv_T/2)u$, and the fraction $\mathcal T$ of this difference gets through. The current is thus $\mathcal T$ times its ballistic value, and $\mu_{\rm app}=\mathcal T\mu_B$. Taking the reciprocal,

$$\frac1{\mu_{\rm app}}=\frac1{\mu_B}\left(1+\frac L\lambda\right)
=\frac1{\mu_B}+\frac1{\mu_0},\qquad \mu_0=\frac{e v_T\lambda}{2k_BT}. \tag{8}$$

The length cancels in $\mu_B\lambda/L=\mu_0$, which is the long-channel mobility. Equation (8) looks like a sum of two scattering rates, and this is what makes the manuscript's reading tempting. But only $1/\mu_0$ describes collisions; $1/\mu_B$ describes injection. When $L\gg\lambda$ the collision term dominates; when $L\ll\lambda$ the injection term does; at $L=\lambda$ the apparent mobility is half of $\mu_0$.

For $\mu_0=300$ cm²/Vs, equation (8) gives $\lambda=2(0.02585\ \text{V})(300\ \text{cm}^2/\text{Vs})/(1.234\times10^7\ \text{cm/s})=12.6$ nm. Then $\mathcal T=12.57/32.57=0.386$, and $\mu_{\rm app}=0.386\times477.4=184$ cm²/Vs. This is how the manuscript's short-channel value was made, with the same $\lambda$ as in the long devices. The extra mechanism has nothing left to explain.

With $\mu_0$ and temperature held fixed, other lengths give:

| $L$ (nm) | $\mu_B$ (cm²/Vs) | $\mu_{\rm app}$ (cm²/Vs) |
|---|---|---|
| 10 | 239 | 133 |
| 20 | 477 | 184 |
| 50 | 1194 | 240 |
| 100 | 2387 | 267 |
| 1000 | 23872 | 296 |

The large $\mu_B$ at 1000 nm does not mean that this channel is ballistic. It means that injection adds little to its resistance.

**How good is the two-flux description?**

Equation (7) ignores the angles at which carriers travel. For isotropic elastic scattering with mean free path $l$, the occupation $f$ at angle $\theta$ to the channel relaxes towards its angular average $\bar f$:

$$\cos\theta\,\frac{df}{dx}=-\frac{f-\bar f}{l}
\quad\Rightarrow\quad f\approx\bar f-l\cos\theta\,\frac{d\bar f}{dx},$$

far from the contacts, where the gradient is nearly uniform. At speed $v$, averaging $v\cos\theta f$ over all angles gives a net flux $-(vl/2)\,d\bar f/dx$, since the average of $\cos^2\theta$ is 1/2. The forward flux of a nearly isotropic population is $v\bar f\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta/2\pi=v\bar f/\pi$, so the two-flux equation $\Phi=-\lambda\,d\Phi_+/dx$ gives $-(\lambda v/\pi)\,d\bar f/dx$. Equating the two results yields

$$\lambda=\frac{\pi}{2}\,l. \tag{9}$$

Here $l=8.0$ nm. Near a contact the population is not nearly isotropic, and equation (7) becomes an interpolation. I solved the angle-resolved Boltzmann equation numerically, with 200 cells along the channel and 32 directions per quadrant. For seven channel lengths between $0.1\,l$ and $8\,l$, equation (7) differs from that solution by at most 2.2% of the numerical transmission. At 20 nm the numerical transmission is 0.380 and the mobility 181 cm²/Vs, against 184 from equation (8).

**What the author should plot**

One short device cannot settle the matter. A series of lengths at fixed $n$ and $T$ can do more, because equation (8) is a straight line in $1/L$:

$$\frac1{\mu_{\rm app}}=\frac1{\mu_0}+\frac{2k_BT}{e v_T}\,\frac1L. \tag{10}$$

As long as $\lambda$ does not depend on energy, the intercept measures scattering in the channel, and the slope contains the mass and the temperature but no scattering strength. More scattering spread evenly through devices of every length would then shorten $\lambda$ and raise the intercept, leaving the slope alone.

A line fitted to the numerical Boltzmann results at 20, 30, 45, 70 and 100 nm returns $\mu_0=300$ cm²/Vs and a slope 4% above that of equation (10). An excess of a few per cent is therefore within the error of the two-flux description.

Larger excesses can also arise without a new mechanism. If $\lambda$ depends on energy, the transmission in equation (7) must be averaged over the energies of the carriers, and where $\lambda$ grows with energy, fast carriers dominate long channels more than short ones. A $\lambda$ that falls with energy favours slow carriers instead and also raises the slope, by 15% in the fit described next if the scattering time is inversely proportional to energy. With the long-channel mobility kept at 300 cm²/Vs, a line fitted to the averaged two-flux results at the same five lengths has a slope 10% above equation (10) if the scattering time is independent of energy, and 67% above it if the scattering time is proportional to energy. The plot is then no longer exactly straight, and the intercepts of these two fits give 297 and 277 cm²/Vs instead of 300. An error in the length matters too: a channel 2 nm longer than assumed adds $2/12.6$, or 16%, to the slope.

Two further candidates add a term proportional to $1/L$.

The first is series resistance. If a resistance $R_s$ stays in the data, it adds to the channel resistance, and equation (1) gives

$$\frac{1}{\mu_{\rm meas}}=\frac{1}{\mu_0}+\frac{1}{\mu_B}+\frac{e n R_sW}{L}
=\frac1{\mu_0}+\frac1{\mu_B}\left(1+\frac{R_s}{R_B}\right).$$

The last form uses $1/\mu_B=enR_BW/L$. With $R_sW=200$ Ω µm, the slope rises by $200/261$, or 77% (73% with the degenerate value of $R_B$). The ratio grows with density: at $10^{13}$ cm⁻² in one subband $R_BW$ is about 40 Ω µm, and the same series resistance is five times the ballistic term. The 20 nm channel itself has 678 Ω µm, so the reading falls to $184.2\times678/878=142$ cm²/Vs.

The second is scattering that is indeed extra. If $\lambda$ varies along the channel, the integration that led to equation (7) gives $1/\mathcal T=1+\int_0^L dx/\lambda(x)$. Defects confined to the channel ends add a constant $s$ to this integral, whatever the length, and the slope is multiplied by $1+s$. The author's hypothesis may thus be true of some devices. The evidence for it would be a part of the slope that remains after the ballistic term and the series resistance have been subtracted, and that neither the energy dependence of $\lambda$ nor an error in the length can explain. The fall of mobility with length is not that evidence.

**Degeneracy**

Equation (4) needs the Fermi level to lie well below the subband edge. For the general case, let $\eta$ be the height of the Fermi level above the edge in units of $k_BT$, let $g$ be the number of valleys, and define

$$F_j(\eta)=\frac1{\Gamma(j+1)}\int_0^\infty\frac{\varepsilon^j\,d\varepsilon}{1+e^{\varepsilon-\eta}},\qquad N=\frac{g\,m k_BT}{\pi\hbar^2}.$$

The equilibrium density is $n=NF_0(\eta)$. The forward flux is the sum of $v_x$ over occupied states with $v_x>0$. The angular integral of $\cos\theta$ gives 2, $k\,dk=(mk_BT/\hbar^2)\,d\varepsilon$, and the speed is $\sqrt{2k_BT\varepsilon/m}$, so

$$\Phi_+=\frac{2g}{4\pi^2}\cdot2\cdot\frac{mk_BT}{\hbar^2}\sqrt{\frac{2k_BT}{m}}\int_0^\infty\frac{\sqrt\varepsilon\,d\varepsilon}{1+e^{\varepsilon-\eta}}
=\frac N2\,v_T\,F_{1/2}(\eta),$$

where the integral equals $(\sqrt\pi/2)F_{1/2}$. A small bias separates the values of $\eta$ for the two directions by $u$. Since $dF_{1/2}/d\eta=F_{-1/2}$, the current is $e(N/2)v_TF_{-1/2}u$. Dividing by $enV/L$ gives

$$\mu_B=\frac{e v_TL}{2k_BT}\,\frac{F_{-1/2}(\eta)}{F_0(\eta)}. \tag{11}$$

For $\eta\ll-1$ both integrals tend to $e^\eta$ and equation (4) returns. For $\eta\gg1$, $F_{-1/2}\to2\sqrt{\eta/\pi}$ and $F_0\to\eta$. With the Fermi velocity $v_F=\sqrt{2\eta k_BT/m}$, equation (11) then becomes $\mu_B\to2eL/(\pi mv_F)$. This is still proportional to $L$, but at fixed density it no longer depends on temperature, whereas equation (4) varies as $T^{-1/2}$.

**The model beside a real transistor**

A gate length of 20 nm, a silicon film of a few nanometres, a mobility of a few hundred cm²/Vs and a series resistance of a few hundred Ω µm are roughly typical of thin-body devices. The density of $10^{12}$ cm⁻² is low for a transistor that is fully on, where $10^{13}$ cm⁻² is nearer the mark. In such a transistor, nondegeneracy is thus the assumption most clearly broken. With two valleys, the factor in equation (11) is 0.95 at $10^{12}$ cm⁻² but 0.66 at $10^{13}$ cm⁻², which lowers $\mu_B$ from 477 to about 315 cm²/Vs. That estimate keeps all electrons in one subband. At the higher density other subbands also fill; in a 4 nm film with hard walls they bring $\mu_B$ back up to about 360 cm²/Vs. Band bending, nonparabolic levels or a finite oxide barrier move this value between about 350 and 363 cm²/Vs.

At $10^{12}$ cm⁻² the following corrections are each below 10%. In a 4 nm film with hard walls, Boltzmann statistics place about 9% of the electrons in the four other valleys. For a channel along ⟨100⟩, half of these valleys have a transport mass of 0.916 electron masses, which lowers the mean $v_T$ by 2%. The share is sensitive to the walls: with Fermi statistics, a 3.1 eV oxide barrier with an oxide mass of 0.5 electron masses raises it from 9% to about 29% and lowers $\mu_B$ from 448 to 429 cm²/Vs. Tunnelling through a parabolic barrier 0.10 eV high and 20 nm wide at its base raises the injected flux by about 6% at fixed barrier height. At an operating temperature of 358 K, equation (4) gives 437 cm²/Vs. None of these corrections restores a mobility independent of length.

**Recommendation**

The claim of a new scattering mechanism should be withdrawn unless data at several lengths show a slope above the ballistic one that series resistance, an error in the channel length and the energy dependence of the ordinary scattering cannot explain. The ballistic slope should be calculated at the measured density, with the current and density behind equation (11) summed over all occupied subbands. The series resistance and the electrical channel length should be determined separately.
